# Thermal Pair-Decay Length in a Diffusive Semiconductor at 1 K

Before computing the equilibrium pair amplitude or the supercurrent in a semiconductor with superconducting contacts, one must decide how much of the semiconductor to include. If the computational region ends too close to a contact, its artificial end reflects pair correlations that should have continued into the semiconductor. If two contacts are present, one must also decide whether each can be treated alone. Both decisions need the length over which the pair amplitude decays. Here the diffusivity is $D=100\ \mathrm{cm^2/s}$ and the temperature is $T=1\ \mathrm K$.

## A back-of-envelope estimate

A superconducting contact induces correlations between two electrons in time-reversed states of the semiconductor. If each electron has energy $E$ above the Fermi level, the pair has energy $2E$ relative to the condensate. After a time $t$ its phase has therefore turned by $2Et/\hbar$ relative to the condensate.

Thermal energies are spread over a range of order $k_BT$. Contributions with different $E$ get out of step when $2k_BTt/\hbar\sim1$, or $t\sim\hbar/(2k_BT)$. During this time diffusion carries the electrons a distance of order

$$
\sqrt{Dt}\sim\sqrt{\frac{\hbar D}{2k_BT}}\approx195\ \mathrm{nm}.
$$

This gives the scale, but the choice of "one radian at energy $k_BT$" is arbitrary. The controlled calculation replaces it by a definite decay rate.

## Conventions and the result

Energies are measured from the Fermi level. The lowest Matsubara frequency, written as an angular frequency, is

$$
\omega_0=\frac{\pi k_BT}{\hbar}.
$$

The result to be derived is that the far tail of the pair amplitude is proportional to $e^{-x/\xi}$, with

$$
\xi=\sqrt{\frac{D}{2\omega_0}}=\sqrt{\frac{\hbar D}{2\pi k_BT}} .
$$

The semiconductor is degenerate and has no pairing attraction of its own. There is no magnetic field and no pair breaking, and the mean free path is short compared with $\xi$. The length $\xi$ belongs to the amplitude; the square of the amplitude decays over $\xi/2$.

## From thermal occupation to Matsubara frequencies

Let $h$ be the real symmetric one-electron Hamiltonian of the disordered semiconductor on a set of sites. Add a weak pair source $\Delta$ at site $y$, through the term $\Delta(c^\dagger_{y\uparrow}c^\dagger_{y\downarrow}+c_{y\downarrow}c_{y\uparrow})$. In the basis $\Psi=(c_\uparrow,c_\downarrow^\dagger)$ the Hamiltonian is $\Psi^\dagger\mathcal H\Psi$ plus a constant, with

$$
\mathcal H=\begin{pmatrix}h&V\\V&-h\end{pmatrix},
$$

where $V$ has the single nonzero element $V_{yy}=\Delta$. The sign of the lower $h$ comes from exchanging $c_\downarrow^\dagger$ and $c_\downarrow$.

The eigenmodes of $\mathcal H$ are independent fermions with Fermi occupation $f$. Hence

$$
\langle\Psi\Psi^\dagger\rangle=1-f(\mathcal H)
=\frac12\left[1+\tanh\frac{\mathcal H}{2k_BT}\right].
$$

The pair amplitude $F(x)=\langle c_{x\uparrow}c_{x\downarrow}\rangle$ is the upper-right element of this matrix at site $x$. The unit matrix does not contribute to it.

To expand the hyperbolic tangent, start from the product

$$
\cosh z=\prod_{n=0}^{\infty}\left[1+\frac{z^2}{(n+\frac12)^2\pi^2}\right]
$$

and differentiate its logarithm:

$$
\tanh z=\sum_{n=0}^{\infty}\frac{2z}{z^2+(n+\frac12)^2\pi^2}.
$$

With $z=E/(2k_BT)$ and $\omega_n=(2n+1)\pi k_BT/\hbar$, this becomes

$$
\frac12\tanh\frac{E}{2k_BT}
=2k_BT\sum_{n=0}^{\infty}\frac{E}{E^2+(\hbar\omega_n)^2}.
$$

The two fractions with frequencies $\pm\omega_n$ add to

$$
\frac1{i\hbar\omega_n-E}+\frac1{-i\hbar\omega_n-E}
=-\frac{2E}{E^2+(\hbar\omega_n)^2}.
$$

Therefore

$$
\frac12\tanh\frac{\mathcal H}{2k_BT}
=-k_BT\sum_{\omega_n}\frac1{i\hbar\omega_n-\mathcal H},
$$

where the sum now includes both signs of $\omega_n$, taken in pairs. The Matsubara frequencies are the poles of the thermal occupation function, not oscillation frequencies of the sample.

## The response to a weak source

Define $G(i\hbar\omega)=(i\hbar\omega-h)^{-1}$. Without the source, the lower-right block of $(i\hbar\omega-\mathcal H)^{-1}$ is

$$
(i\hbar\omega+h)^{-1}=-(-i\hbar\omega-h)^{-1}=-G(-i\hbar\omega).
$$

To first order in $V$, the upper-right block is the upper block times $V$ times the lower block, $-G(i\hbar\omega)VG(-i\hbar\omega)$. This minus sign cancels the one in front of the Matsubara sum:

$$
F(x)=\Delta k_BT\sum_{\omega_n}G_{xy}(i\hbar\omega_n)G_{yx}(-i\hbar\omega_n).
$$

Because $h$ is real and symmetric, the second factor is the complex conjugate of the first. Thus

$$
F(x)=\Delta k_BT\sum_{\omega_n}|G_{xy}(i\hbar\omega_n)|^2 .
$$

This formula was tested on a disordered chain of 30 sites, with the source four sites from the point of observation. Diagonalizing $\mathcal H$ gave $F=1.945987\times10^{-6}$, and the Matsubara sum gave the same printed value.

## Where the factor 2 comes from

For $\omega>0$ the Green function is a time integral:

$$
G_{xy}(i\hbar\omega)=\frac1{i\hbar}\int_0^\infty dt\,e^{-\omega t}A(t),
\qquad A(t)=\langle x|e^{-iht/\hbar}|y\rangle .
$$

Indeed, the integral of $e^{-(\omega+ih/\hbar)t}$ is $\hbar/(\hbar\omega+ih)$, and division by $i\hbar$ gives $1/(i\hbar\omega-h)$. Its squared magnitude contains two times:

$$
|G_{xy}|^2=\frac1{\hbar^2}\int_0^\infty dt_1\int_0^\infty dt_2\,
e^{-\omega(t_1+t_2)}A(t_1)A^*(t_2).
$$

Introduce the mean time $t=(t_1+t_2)/2$ and the difference $s=t_1-t_2$. The Jacobian is one, and the damping factor is $e^{-2\omega t}$. Each of the two electrons contributes one factor $e^{-\omega t}$, so the pair decays at the rate $2\omega$.

The disorder average still has to be taken. In terms of eigenstates $m,m'$ of $h$, the dependence on $s$ is $e^{-i(E_m+E_{m'})s/2\hbar}$. For $t$ long compared with the scattering time, the limits of the $s$ integral may be extended to infinity. The integral then gives $2\pi\hbar$ times a delta function that puts the mean energy at the Fermi level. What remains is the motion of an electron at the Fermi energy. In a good diffusive conductor, to leading order, this is classical diffusion with probability density $P$:

$$
\overline{|G_{xy}|^2}=\frac{2\pi N_0}{\hbar}\int_0^\infty dt\,e^{-2\omega t}P(x-y,t).
$$

Here $N_0$ is the density of states per spin and volume. It fixes the prefactor because $P$ integrates to one over $x$, while the density of states at $y$ counts the available states.

The replacement by classical diffusion neglects interference between different paths. It was tested on a ring of 30 random grains, with the diffusivity calculated separately from the golden-rule hopping rate. The predicted decay length was 3.00 grain spacings, and 40 states per grain gave about 2.9 (2.93 from an average over only three samples, uncertain by about 0.05). A decay rate of $\omega$ instead of $2\omega$ would have predicted $3\sqrt2=4.24$. With 10 states per grain the length fell to 2.65, so the classical result needs many states per grain.

## Solving the diffusion problem

Let the source be uniform over the cross-section at $x=0$. The variation is then one-dimensional, with

$$
P(x,t)=\frac{e^{-x^2/(4Dt)}}{\sqrt{4\pi Dt}},\qquad
I(x)=\int_0^\infty dt\,e^{-2\omega t}P(x,t).
$$

Use $DP''=\partial_tP$ and integrate by parts in time. The initial density is $\delta(x)$, so

$$
DI''=\int_0^\infty dt\,e^{-2\omega t}\partial_tP
=-\delta(x)+2\omega I .
$$

Away from the source, $DI''=2\omega I$. The solution that vanishes at infinity is $I=Be^{-k|x|}$, with $k=\sqrt{2\omega/D}$. Across $x=0$ the slope changes by $-2kB$. The delta function requires $D(-2kB)=-1$, hence

$$
I(x)=\frac{e^{-k|x|}}{2Dk}.
$$

Let $\Lambda$ be the strength of the planar source, an energy times a length. Each positive frequency has an equal negative partner, which gives a factor 2:

$$
F(x)=2\Lambda k_BT\,\frac{2\pi N_0}{\hbar}
\sum_{n=0}^{\infty}\frac{e^{-k_nx}}{2Dk_n},
\qquad k_n=\sqrt{\frac{2\omega_n}{D}}=\frac{\sqrt{2n+1}}{\xi}.
$$

Since $2\pi k_BT/(\hbar D)=1/\xi^2$, this simplifies for $x>0$ to

$$
F(x)=\frac{\Lambda N_0}{\xi}\sum_{n=0}^{\infty}
\frac{e^{-\sqrt{2n+1}\,x/\xi}}{\sqrt{2n+1}} .
$$

The term $n=0$ decays most slowly and gives the stated $\xi$. A real contact may weight the frequencies differently. In a long uniform semiconductor this changes the coefficients of the exponentials, not their decay lengths, because each frequency still obeys $DI''=2\omega I$. Near a strong contact the equation is no longer linear in the pair amplitude, but it becomes linear farther away, where the amplitude is small.

## The number at 1 K

The pair decay rate is $2\omega_0=8.226\times10^{11}\ \mathrm{s^{-1}}$, so the pair lifetime is $1.216\ \mathrm{ps}$. With $D=10^{-2}\ \mathrm{m^2/s}$,

$$
\xi=\sqrt{\frac{10^{-2}}{8.226\times10^{11}}}\ \mathrm m
=1.103\times10^{-7}\ \mathrm m
\approx110\ \mathrm{nm}=0.11\ \mathrm{\mu m}.
$$

The rough estimate of 195 nm was too long by $\sqrt\pi$, because it used the rate $2k_BT/\hbar$ instead of $2\pi k_BT/\hbar$. A thermal length may also be defined as $\sqrt{\hbar D/(k_BT)}$, which is 276 nm here. It is a valid scale, but putting it into $e^{-x/\xi}$ would overestimate the range of the tail by a factor of 2.5.

At fixed diffusivity, $\xi$ varies as $T^{-1/2}$. It is 349 nm at 0.1 K, 201 nm at 0.3 K and 54 nm at 4.2 K.

## Close to the source and at low temperature

The single exponential describes the tail, not the whole profile. For a planar source of equal strength at all frequencies, the lowest frequency supplies 61% of the amplitude at $x=\xi$, 93% at $3\xi$ and 98% at $5\xi$. The local decay length is

$$
-\frac{F}{F'}=\xi\,
\frac{\sum_n e^{-\sqrt{2n+1}\,x/\xi}/\sqrt{2n+1}}
{\sum_n e^{-\sqrt{2n+1}\,x/\xi}} .
$$

It is 70 nm at $x=\xi$, 104 nm at $3\xi$ and 109 nm at $5\xi$. A fit to data taken within one or two decay lengths of such a source would therefore give too small a value of $\xi$.

For $x\ll\xi$, but still much larger than the mean free path, many frequencies contribute and the sum becomes an integral. Put $q=\sqrt{2n+1}$, so that $dn=q\,dq$. The factor $q$ cancels the denominator:

$$
F(x)\approx\frac{\Lambda N_0}{\xi}\int_0^\infty dq\,e^{-qx/\xi}
=\frac{\Lambda N_0}{x}.
$$

The temperature has dropped out. For the wire discussed below the mean free path is about $0.3\xi$ at 1 K, so this range of $x$ opens only at lower temperature. As $T\to0$, $\xi$ grows without limit in this model, but the amplitude still falls as $1/x$. This power belongs to a weak source of equal strength at all frequencies; at a transparent contact the frequencies are weighted differently, and the amplitude falls as $1/x^2$ at distances much larger than $\sqrt{\hbar D/(2\Delta_S)}$, where $\Delta_S$ is the gap of the superconductor. An infinite thermal decay length means that the exponential cutoff is absent, not that the amplitude is constant.

## When the mean free path is not negligible

Diffusion assumes that the direction of motion is randomized over a distance much shorter than $\xi$. This can be checked by keeping the direction. Let $\mu$ be the cosine of the angle to the $x$ axis, $v_F$ the Fermi velocity, $\tau$ the scattering time and $l=v_F\tau$. For isotropic scattering in three dimensions, the amplitude $g(x,\mu)$ at the lowest frequency obeys

$$
v_F\mu\frac{\partial g}{\partial x}
=-\left(2\omega_0+\frac1\tau\right)g+\frac{\langle g\rangle}{\tau},
$$

where the brackets denote the average over directions. Multiply by $\tau$, set $a=2\omega_0\tau$, and try $g\propto e^{-\kappa x/l}$. Then

$$
(1+a-\kappa\mu)g=\langle g\rangle .
$$

Divide by the bracket and average over $\mu$ from $-1$ to $1$:

$$
1=\frac12\int_{-1}^{1}\frac{d\mu}{1+a-\kappa\mu}
=\frac1\kappa\,\mathrm{artanh}\frac{\kappa}{1+a}.
$$

This is the same as $1+a=\kappa\coth\kappa=1+\kappa^2/3-\kappa^4/45+\ldots$. To leading order $\kappa^2=3a$. With $D=l^2/(3\tau)$, the decay length is $l/\kappa=\sqrt{D/(2\omega_0)}$, as before. The next term gives $\kappa\approx\sqrt{3a}\,(1+a/10)$, so the length is shorter than the diffusive value by the small fraction $a/10$.

## An InAs nanowire as the real case

A rough real counterpart is an n-type InAs nanowire with niobium contacts. Niobium is superconducting at 1 K, and the surface of InAs usually accumulates electrons, so no thick depletion barrier is expected. The rough typical values chosen are an electron density of $5\times10^{17}\ \mathrm{cm^{-3}}$, an effective mass of 0.03 electron masses and a diameter of 80 nm.

For a bulk parabolic band these values give a Fermi energy of 77 meV, about 900 times $k_BT$, so the electrons are degenerate. Confinement in the wire or the nonparabolic band of InAs would raise this energy by roughly 10 to 15% and shift the velocity and mean free path below by several percent. The Fermi velocity is about $9.5\times10^5\ \mathrm{m/s}$, and $D=v_Fl/3$ gives

$$
l=\frac{3D}{v_F}=\frac{0.03}{9.5\times10^5}\ \mathrm m\approx32\ \mathrm{nm}.
$$

The scattering time is 33 fs and the mobility about $2000\ \mathrm{cm^2/Vs}$, a plausible size for such wires. Although $l$ is more than a quarter of $\xi$, the transport equation gives 110.0 nm against 110.3 nm. This agrees with $a/10$, since $a=0.027$.

Real wires also lose phase coherence. If this is described by an extra pair loss rate $D/L_\phi^2$, the equation $DI''=(2\omega_0+D/L_\phi^2)I$ gives

$$
\frac1{\xi_\phi^2}=\frac1{\xi^2}+\frac1{L_\phi^2}.
$$

An assumed coherence length $L_\phi=300\ \mathrm{nm}$ reduces the result to about 104 nm, or by 6%. If $L_\phi$ were held at the same value at 0.1 K, the length would be 227 nm instead of 349 nm. Phase breaking then matters more than temperature.

Estimated from its cross-sectional area, the wire has roughly $N=24$ channels per spin, so interference between paths is not negligible. The leading weak-localization formula for a wire without spin-orbit coupling, taken here as an input, gives a relative reduction of $D$ by

$$
\frac{\xi}{4Nl/3}\approx\frac{110}{4\times24\times32/3}\approx0.11 .
$$

This lowers $\xi$ to about 104 nm when phase breaking is left out. Spin-orbit coupling in InAs can reverse the sign of this correction, so it is better read as an uncertainty of several percent.

The diffusivity itself can matter more. Because $\xi\propto\sqrt D$, a wire with half the assumed $D$ has $\xi\approx78\ \mathrm{nm}$, and one with twice the value has 156 nm. For a particular device, a measured $D$ is worth more than a refinement of the small corrections.

## Choosing the computational region

For the stated $D$ and $T$, a region extending $5\xi$, or about 550 nm, beyond the contact is a reasonable first choice for the equilibrium pair amplitude. The density of states at a fixed energy is a different matter: it contains no thermal sum, and close to the Fermi level the influence of the contact on it can reach much farther than $\xi$. For the planar source, the pair amplitude at $x=5\xi$ relative to its value at $x=\xi$ follows from the lowest-frequency shares:

$$
\frac{F(5\xi)}{F(\xi)}=e^{-4}\,\frac{0.610}{0.984}\approx0.011 .
$$

About one percent remains. A reflecting end at $5\xi$ doubles the amplitude at the end itself and changes it by about 13% at $4\xi$, 2% at $3\xi$ and 0.02% at $\xi$. Whether this is small enough depends on the quantity being computed, and moving the boundary outward shows how much that quantity still changes. At 0.1 K with the same $D$ and no phase breaking, five decay lengths are 1.7 µm, so a region chosen at 1 K should not be reused unchanged.

Two contacts 300 nm apart are separated by $2.7\xi$ at 1 K. The factor $e^{-2.7}\approx0.07$ gives the rough size of one contact's tail at the other. How much the second contact matters near the first depends on the contact. At 50 nm from one contact the other changes the amplitude by about 7% for planar sources and about 3% for transparent niobium contacts. A tunnel contact that ends the wire reflects the incoming tail and doubles it, and the change is then about 5% at 10 nm and 12 to 14% at 50 nm. Farther in, the share of the second contact grows quickly. Midway between two equal contacts their contributions are equally large, so both must be included there. Both are also needed for the supercurrent between them, which exists because of this overlap. The numerical output lists the main values used here; the others follow from them by simple arithmetic.

## Calculated quantities

```
diffusivity D = 100 cm2/s
temperature T = 1.0 K
thermal energy kB*T = 86.17 ueV
lowest Matsubara frequency omega0 = 4.1130e+11 rad/s
pair decay rate 2*omega0 = 8.2260e+11 1/s
pair lifetime 1/(2*omega0) = 1.216 ps
pair-decay length xi = 110.3 nm = 0.1103 um
xi from time quadrature = 110.3 nm
other convention sqrt(hbar*D/(kB*T)) = 276.4 nm
xi at 0.1 K, same D = 348.7 nm
xi at 0.3 K, same D = 201.3 nm
xi at 4.2 K, same D = 53.8 nm
x = 1 xi: lowest-frequency share = 61.0 %, local length = 70.2 nm
x = 2 xi: lowest-frequency share = 83.5 %, local length = 94.7 nm
x = 3 xi: lowest-frequency share = 92.7 %, local length = 103.7 nm
x = 5 xi: lowest-frequency share = 98.4 %, local length = 108.9 nm
chain test: diagonalized pair amplitude = 1.945987e-06 (pure number)
chain test: Matsubara sum = 1.945987e-06 (pure number)
grain test: predicted length = 3.000 grain spacings
grain test: 40 states per grain = 2.927 grain spacings
grain test: 10 states per grain = 2.645 grain spacings
wire electron density = 5.0e+17 cm^-3
wire effective mass = 0.030 electron masses
wire diameter = 80 nm
wire Fermi energy = 76.6 meV
kB*T / Fermi energy = 1.13e-03 (pure number)
wire Fermi velocity = 9.475e+05 m/s
wire mean free path = 31.7 nm
wire scattering time = 33.4 fs
wire mobility = 1959 cm2/Vs
length with finite mean free path = 110.0 nm
assumed phase-coherence length = 300 nm
length with phase breaking = 103.5 nm
wire channels per spin = 24.1 (pure number)
interference reduction of D = 10.8 %
length with interference estimate = 104.1 nm
```
